# Exchange energy of an electron gas shared among identical valleys, part 2

A uniform electron gas of density $n$ is shared by $g$ identical conduction-band valleys. The problem is how its exchange energy per electron, $\varepsilon_x$, depends on $g$. The basic model is three-dimensional, with isotropic valleys, zero temperature, equal filling of valleys and spins, and no exchange between valleys. Each proposition below relaxes one assumption.

Gaussian units are used, and binding energies are negative. The elementary charge is $e$, the free-electron mass $m$, the isotropic valley mass $m_*$, the reduced Planck constant $\hbar$, the Boltzmann constant $k_B$ and the temperature $T$. The interaction is $e^2/(\kappa r)$, with constant dielectric constant $\kappa$ and transform $v_q=4\pi e^2/(\kappa q^2)$. The density per valley and spin is $n_1=n/(2g)$, and the Fermi wavevector is $k_F=(3\pi^2n/g)^{1/3}$. The result already proved is

$$\varepsilon_x=-\frac{1}{2n_1}\int\!\frac{d^3k\,d^3k'}{(2\pi)^6}\,v_{|\mathbf k-\mathbf k'|}=-\frac{3e^2k_F}{4\pi\kappa}\propto g^{-1/3},\tag{4}$$

with both wavevectors inside one Fermi sphere. It is half the average of the exchange shift of an occupied state, where $x=k/k_F$:

$$\Sigma_x(k)=-\frac{2e^2k_F}{\pi\kappa}F(x),\qquad F(x)=\int_0^1\!\sqrt{1-x^2+x^2\mu^2}\,d\mu.\tag{3}$$

The local exchange potential is $d(n\varepsilon_x)/dn$. If valley $v$ holds a fraction $f_v$ of the electrons, $\varepsilon_x/\varepsilon_x(n,1)=\sum_vf_v^{4/3}$. The exchange hole is the depletion of density around an electron; at zero temperature it has depth $n_1$ and contains one electron.

The example is silicon with $n=10^{20}\ \mathrm{cm^{-3}}$ and $\kappa=11.7$. Then $\varepsilon_x$ is $-42.2$, $-33.5$ and $-23.2$ meV for $g=1$, 2 and 6. The six valleys lie at 0.85 of $2\pi/a$ along the cubic axes, with $a=0.543$ nm. Intervalley exchange, with unit Bloch overlaps and no screening, adds $-1.75$ meV, about 8%.

The law was also tested by plane-wave sums in a finite box. There the excluded term $\mathbf k=\mathbf k'$ was replaced by a finite-size correction: for each electron, half its potential energy in the field of its own periodic images and their neutralizing background.

### Proposition 2: ellipsoidal valleys

*Let each valley have one longitudinal mass $m_l$ and two equal transverse masses $m_t$, with $\rho=m_t/m_l<1$. At fixed density the exchange energy is multiplied by*

$$A(\rho)=\rho^{1/6}\,\frac{\arcsin\sqrt{1-\rho}}{\sqrt{1-\rho}}.$$

*This factor does not depend on $g$, so the power $-1/3$ is unchanged.*

*Proof.* A surface of constant energy has semi-axes proportional to the square roots of the masses. Map the ellipsoid onto a sphere of equal volume by $k_i=s_ip_i$. The conditions are $s_l/s_t=\rho^{-1/2}$ and $s_t^2s_l=1$, which give $s_t=\rho^{1/6}$ and $s_l=\rho^{-1/3}$. The volume elements are unchanged.

In equation (4), $1/|\mathbf k-\mathbf k'|^2$ becomes $1/\sum_is_i^2P_i^2$, where $\mathbf P=\mathbf p-\mathbf p'$. Both $\mathbf p$ and $\mathbf p'$ fill a sphere, so every direction of $\mathbf P$ is equally likely at given length. Relative to the isotropic case, the energy acquires the factor

$$A=\int_0^1\frac{d\mu}{s_t^2+(s_l^2-s_t^2)\mu^2}=\frac{\arctan c}{s_t^2c},\qquad c=\sqrt{\frac{s_l^2}{s_t^2}-1}=\sqrt{\frac{1-\rho}{\rho}}.$$

Here $s_t^2c=\rho^{-1/6}\sqrt{1-\rho}$. An angle with tangent $c$ has sine $c/\sqrt{1+c^2}=\sqrt{1-\rho}$. Substitution gives the stated factor. It does not depend on the orientation of the ellipsoid, so differently oriented valleys share it. $\square$

As $\rho\to1$ the factor tends to one. For $m_l=0.92\,m$ and $m_t=0.19\,m$ it is 0.949, and the six-valley energy becomes $-22.0$ meV. A plane-wave sum over an ellipsoid in a finite box, with the same finite-size correction as in the first half, gave 0.952.

### Proposition 3: a strictly two-dimensional channel

*At fixed sheet density $n_s$, with one occupied subband of zero thickness in each of $g$ equivalent isotropic valleys,*

$$\varepsilon_x=-\frac{4e^2k_F}{3\pi\kappa},\qquad k_F=\left(\frac{2\pi n_s}{g}\right)^{1/2}.$$

*The reduction is therefore $g^{-1/2}$.*

*Proof.* The density per valley and spin is $n_s/(2g)=\pi k_F^2/(2\pi)^2$, which gives $k_F$. The two-dimensional transform of $e^2/(\kappa r)$ is $2\pi e^2/(\kappa q)$: the angular integral gives $2\pi J_0(qr)$, with $J_0$ the Bessel function, and $\int_0^\infty J_0(qr)\,dr=1/q$.

Polar coordinates centred on $\mathbf k$ again cancel the singularity. With $x=k/k_F$ and $\varphi$ the direction measured from $\mathbf k$, the odd part of the distance drops out:

$$\Sigma_x=-\frac{e^2k_F}{2\pi\kappa}\int_0^{2\pi}\!\sqrt{1-x^2\sin^2\varphi}\;d\varphi.$$

Average with weight $2x\,dx$, doing the $x$ integral first:

$$\int_0^12x\sqrt{1-x^2\sin^2\varphi}\,dx=\frac23\,\frac{1-|\cos\varphi|^3}{\sin^2\varphi}.$$

The four quadrants are equal. With $c=\cos\varphi$ in the first, $(1-c^3)/(1-c^2)=c+1/(1+c)$. Each of these terms integrates to one between 0 and $\pi/2$, the second because $\int d\varphi/(1+\cos\varphi)=\tan(\varphi/2)$. The angular integral is $4\cdot\frac23\cdot2=16/3$. Half the average shift is then $-\frac12\cdot\frac1{2\pi}\cdot\frac{16}{3}=-4/(3\pi)$ in units of $e^2k_F/\kappa$. $\square$

This formula suits a channel whose thickness is much less than $1/k_F$. A thicker layer needs its subband wavefunctions, and $g$ counts the valleys whose subbands are occupied. A silicon inversion layer at $10^{12}$–$10^{13}\ \mathrm{cm^{-2}}$ does not meet the thin limit. On a (100) surface, with two valleys and negligible depletion charge, its mean depth times $k_F$ is about 0.6–0.85, which lowers the exchange magnitude by roughly 20% and moves the power of $g$ to about $-0.4$. Depletion charge thins the layer: with $10^{12}\ \mathrm{cm^{-2}}$ of it, the reduction at $n_s=10^{12}\ \mathrm{cm^{-2}}$ is about 12%. At that sheet density the Fermi energy is only 6 meV, below $k_BT$ at 300 K, so the zero-temperature formula applies there at low temperature only. Image charges of the oxide and gate are also left out.

### Proposition 4: finite temperature

*With noninteracting thermal occupation and parabolic valleys, the nondegenerate limit is*

$$\varepsilon_x=-\frac{\pi e^2\hbar^2n_1}{\kappa m_*k_BT}\propto\frac1g.$$

*Proof.* Let $f_k$ be the occupation, and let $\rho(r)$ be the integral of $f_ke^{i\mathbf k\cdot\mathbf r}/(2\pi)^3$ over wavevectors. Writing $v_q$ in equation (4) as the transform of $e^2/(\kappa r)$ gives

$$\varepsilon_x=-\frac{e^2}{2\kappa n_1}\int\frac{|\rho(r)|^2}{r}\,d^3r.$$

In the nondegenerate limit $f_k$ is proportional to $e^{-\hbar^2k^2/(2m_*k_BT)}$. The transform of a Gaussian is a Gaussian, and $\rho(0)=n_1$, so $\rho(r)=n_1e^{-m_*k_BTr^2/(2\hbar^2)}$. Squaring it gives

$$\int_0^\infty4\pi r\,e^{-m_*k_BTr^2/\hbar^2}\,dr=\frac{2\pi\hbar^2}{m_*k_BT},$$

and the prefactor gives the result. $\square$

Here the width of the hole is set by the thermal wavelength and no longer by the density. Its content is below one electron, and sharing reduces its depth without widening it.

For silicon use the density-of-states mass $(m_lm_t^2)^{1/3}=0.321\,m$. At 300 K, $k_BT=25.9$ meV, while the zero-temperature Fermi energy is 244 meV for one valley and 74 meV for six. The exchange energies become $-40.1$ and $-16.8$ meV. Their ratio is 0.421 instead of 0.550, and the mean power between $g=1$ and $g=6$ is $-0.48$. For six valleys, temperature lowers the magnitude by 27% relative to zero temperature. The local potential $d(n\varepsilon_x)/dn$ at fixed temperature changes less, from $-31.0$ to $-27.2$ meV, or 12%.

### Proposition 5: correlation offsets part of the loss

*In the random-phase approximation at high density, meaning $r_sg^{4/3}\ll1$, the correlation energy per electron contains*

$$\varepsilon_c\simeq\frac{g(1-\ln2)}{\pi^2}\,\frac{m_*e^4}{\kappa^2\hbar^2}\ln r_s,\qquad r_s=\left(\frac{3}{4\pi n}\right)^{1/3}\frac{m_*e^2}{\kappa\hbar^2}.$$

*Proof.* Multiply the interaction by a parameter $\lambda$. The derivative of the ground-state energy with respect to $\lambda$ is the expectation value of the unscaled interaction, which depends on density fluctuations. Let $\Pi_\lambda(q,i\omega)$ be the positive density response per volume. An excitation of energy $E_j$ enters it with the factor $2E_j/(E_j^2+\hbar^2\omega^2)$. The integral of this factor over $\hbar\,d\omega/(2\pi)$ is one, so the same integral of $\Pi_\lambda$ gives the fluctuations.

The random-phase approximation sets $\Pi_\lambda=\Pi/(1+\lambda v_q\Pi)$, with $\Pi$ the noninteracting response. Integrating $v_q\Pi_\lambda$ over $\lambda$ from 0 to 1 gives $\ln(1+v_q\Pi)$. Subtracting the $\lambda=0$ fluctuations, which contain exchange, leaves

$$\varepsilon_c=\frac{\hbar}{2n}\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\big[\ln(1+v_q\Pi)-v_q\Pi\big].\tag{5}$$

With $\Delta$ the energy change from $\mathbf k$ to $\mathbf k+\mathbf q$,

$$\Pi=2g\int\!\frac{d^3k}{(2\pi)^3}\,(f_k-f_{|\mathbf k+\mathbf q|})\frac{\Delta}{\Delta^2+\hbar^2\omega^2}.$$

For small $q$ the occupation difference is $\Delta$ times a delta function at the Fermi energy. Let $v_F=\hbar k_F/m_*$ and $u=\omega/(v_Fq)$. Then

$$\Pi=N_0R(u),\quad N_0=\frac{gm_*k_F}{\pi^2\hbar^2},\quad R(u)=\int_0^1\frac{\mu^2d\mu}{\mu^2+u^2}.$$

Between the screening wavevector $q_c$, where $v_qN_0=1$, and $k_F$, the bracket in (5) is about $-(v_q\Pi)^2/2$. The frequency integral needs

$$J=\int_0^\infty R^2du=\frac\pi2\int_0^1\!\!\int_0^1\frac{\mu\nu}{\mu+\nu}\,d\mu\,d\nu=\frac\pi3(1-\ln2).$$

The first step uses $\int_0^\infty du/[(\mu^2+u^2)(\nu^2+u^2)]=\pi/[2\mu\nu(\mu+\nu)]$. The second takes twice the region $\nu=t\mu$ with $t<1$, which gives $2\int_0^1\mu^2d\mu\int_0^1t\,dt/(1+t)$. Collecting factors in (5), and then inserting $v_F$, $N_0$ and $n=gk_F^3/(3\pi^2)$,

$$\varepsilon_c\simeq-\frac{2\hbar v_FN_0^2e^4}{\pi\kappa^2n}J\ln\frac{k_F}{q_c}=-\frac{2g(1-\ln2)}{\pi^2}\frac{m_*e^4}{\kappa^2\hbar^2}\ln\frac{k_F}{q_c}.$$

At fixed $g$, $q_c^2/k_F^2$ is proportional to $1/k_F$, and hence to $r_s$. So $\ln(k_F/q_c)=-\frac12\ln r_s$ plus a constant. $\square$

The proof needs $q_c\ll k_F$, and $q_c^2/k_F^2\simeq0.66\,r_sg^{4/3}$. The silicon example has $r_s=0.69$, so $q_c/k_F$ is 0.68 for one valley and 2.2 for six. The logarithm alone is then insufficient: for six valleys the slope $d\varepsilon_c/d\ln r_s$ is only about half the coefficient above, and $\varepsilon_c$ does not grow in proportion to $g$. Evaluating (5) with the full response gives $-5.7$ meV for one valley and $-13.5$ meV for six. Exchange and correlation together are

$$-42.2-5.7\simeq-47.8\ \mathrm{meV},\qquad-23.2-13.5=-36.7\ \mathrm{meV},$$

where the first sum uses unrounded terms. The ratio is 0.77, against 0.55 for exchange alone. These are estimates, since the approximation omits second-order exchange, whose bare value here is $+1.5$ meV. For one valley the accurate correlation energy of the uniform gas at this $r_s$ is about $-4.4$ meV rather than $-5.7$ meV. With these changes the ratio is near 0.75. They show that the cube-root factor must not be applied to the total interaction energy.

### The silicon contact and the use of the law

The density $10^{20}\ \mathrm{cm^{-3}}$ lies in the regime of source and drain contacts. The dielectric constant and masses are rough typical values for silicon, and unstrained silicon has six equivalent valleys. A real contact breaks several assumptions. Mass anisotropy lowers the exchange magnitude by about 5%, occupation at 300 K lowers it by 27% (the local potential by 12%), and intervalley exchange may restore a few per cent, less than the unit-overlap, unscreened 8%. At zero temperature, correlation adds 58% of the exchange energy in the random-phase approximation, and about half once second-order exchange is included. Randomly placed dopants also make the density nonuniform; that effect is not sized here.

Strain can change the number of occupied valleys. If it left two of the six at the same density, the zero-temperature exchange magnitude would rise by $3^{1/3}=1.44$, from 23.2 to 33.5 meV; at 300 K it would rise from 16.8 to 30.0 meV, a factor of 1.78. At zero temperature, without interaction shifts, this requires a valley splitting above the two-valley Fermi energy, which is 154 meV for parabolic valleys. At this density the two-valley case is at the edge of the model. The longitudinal semi-axis $k_F\rho^{-1/3}=1.93\ \mathrm{nm^{-1}}$ exceeds the distance $0.15\cdot2\pi/a=1.74\ \mathrm{nm^{-1}}$ to the X point, which lies only about 125–130 meV above the minimum. The two pockets then join at the zone boundary and the Fermi energy in the real bands is roughly 10% lower, so 154 and 33.5 meV are model values. Smaller splittings leave the valleys unequally filled, and the sum $\sum_vf_v^{4/3}$ replaces the simple power.

For a thick, degenerate region with equally filled valleys, the exchange functional should therefore receive $n/g$, in the sense $\varepsilon_x(n,g)=\varepsilon_x(n/g,1)$. Correlation needs its own multivalley expression, because it responds to the electrons of all valleys together. The numerical output lists the main model values for this example.

## Numbers as computed

```
density n = 1.0e+20 cm^-3
dielectric constant kappa = 11.7
e^2 = 1.43996 eV nm; e^2/kappa = 0.12307 eV nm
masses m_l, m_t, m_d = 0.92, 0.19, 0.3214 m
g=1: kF = 1.4360 nm^-1, eps_x = -42.19 meV, ratio to g=1: 1.0000
g=1: Fermi energy = 244.4 meV
g=2: kF = 1.1397 nm^-1, eps_x = -33.49 meV, ratio to g=1: 0.7937
g=2: Fermi energy = 154.0 meV
g=4: kF = 0.9046 nm^-1, eps_x = -26.58 meV, ratio to g=1: 0.6300
g=4: Fermi energy = 97.0 meV
g=6: kF = 0.7902 nm^-1, eps_x = -23.22 meV, ratio to g=1: 0.5503
g=6: Fermi energy = 74.0 meV
eps_x(g=2)/eps_x(g=6) = 1.4422
eps_x(g=6) = -3.720e-21 J
band-edge exchange shift, g=6 = -61.92 meV
mean of F over Fermi sphere = 0.750000
box test: electrons per spin, one sphere = 7441
box test: electrons per spin, 8 spheres = 7400
box test: exchange ratio 8 valleys/1 = 0.5017
box test: intervalley sum/estimate = 1.0074
anisotropy factor: formula 0.9486, box sum 0.9518
eps_x(g=6) with ellipsoids = -22.02 meV
lattice constant = 0.543 nm; valley at 0.85 of 2pi/a
valley separations = 13.91 (four), 19.67 (one) nm^-1
intervalley exchange, unscreened = -1.75 meV
intervalley/intravalley, unscreened = 0.0755
kB T at 300 K = 25.85 meV
eps_x at 300 K: g=1 -40.05 meV, g=6 -16.84 meV
300 K ratio g=6/g=1 = 0.4206; mean power = -0.4834
effective Bohr radius = 1.9261 nm; r_s = 0.6939
effective hartree = 63.90 meV
RPA correlation: g=1 -5.65 meV, g=6 -13.46 meV
exchange+correlation: g=1 -47.84 meV, g=6 -36.68 meV
exchange+correlation ratio g=6/g=1 = 0.7667
2D coefficient of e^2 kF/kappa = 0.42441
```
